# Why a Linear Dipole Can Excite the Si-H Overtone Directly

**Q.** I was taught that a dipole linear in the bond length changes the vibrational quantum number by one. How can such a dipole take an Si-H stretch from $n=0$ to $n=2$ in one step?

**A.** The rule belongs to the harmonic oscillator. Let $x$ be the hydrogen displacement along the bond, measured from equilibrium, with the silicon atom held fixed, and let

$$\mu(x)=\mu_0+\mu_1x .$$

To first order in a weak field, the 0-$n$ rate is proportional to $|\mu_{0n}|^2$, where $\mu_{0n}=\langle0|\mu|n\rangle$. The constant $\mu_0$ drops out because different eigenstates are orthogonal, which leaves $\mu_1x_{0n}$.

In a harmonic well of mass $m$ and angular frequency $\omega$,

$$x=\sqrt{\frac{\hbar}{2m\omega}}\,(b+b^\dagger),$$

where $b$ and $b^\dagger$ lower and raise $n$ by one. Hence $x_{02}=0$. This zero comes from the harmonic states. In another well, the same operator $x$ can connect levels 0 and 2.

**Q.** So any anharmonicity will do?

**A.** No. If the potential is even in $x$, its bound states alternate in parity. States 0 and 2 are both even and $x$ is odd, so $x_{02}$ vanishes however unequal the level spacings are. The well must be asymmetric, as a bond is: it resists compression more than stretching. The Morse potential has this shape:

$$V(x)=D\left(1-e^{-ax}\right)^2 ,$$

with well depth $D$ and inverse range $a$. Averaging it with its mirror image removes the asymmetry. For the Si-H parameters used below, the averaged well has $E_{02}/E_{01}=2.034$, where $E_{0n}=E_n-E_0$, so it is clearly anharmonic. Yet numerical diagonalization gives $|x_{02}/x_{01}|\approx10^{-13}$, which is rounding noise.

**Q.** Can you show how the asymmetry produces the overtone, before any special functions?

**A.** Use the equation of motion. With $H=p^2/2m+V$,

$$[H,x]=-\frac{i\hbar}{m}p,\qquad [H,p]=i\hbar V',$$

and therefore

$$[H,[H,x]]=\frac{\hbar^2}{m}V' .$$

Between states 0 and 2 the left side is $\langle0|H^2x-2HxH+xH^2|2\rangle=(E_0-E_2)^2x_{02}$. This gives the identity

$$(E_2-E_0)^2x_{02}=\frac{\hbar^2}{m}(V')_{02}.$$

Now expand the Morse potential:

$$V=Da^2x^2-Da^3x^3+\dots$$

The quadratic term sets $m\omega^2=2Da^2$, so

$$V'=m\omega^2\left(x-\tfrac32ax^2+\dots\right).$$

To leading order $(E_2-E_0)^2=4\hbar^2\omega^2$. Dividing the identity by $\hbar^2\omega^2$ gives

$$4x_{02}=x_{02}-\tfrac32a(x^2)_{02}
\quad\Rightarrow\quad x_{02}=-\tfrac a2(x^2)_{02}.$$

The next term in $V'$ is proportional to $x^3$. Its 0-2 element vanishes in harmonic states by parity, so it enters at higher order. For the Si-H parameters used below, such corrections are visible: diagonalization gives $x_{02}=-0.545\,a(x^2)_{02}$, about 9% larger in size than the leading-order relation.

Classically this is second-harmonic generation. Put $x=A\cos\omega t+B\cos2\omega t+\text{constant}$ into $\ddot x=-\omega^2(x-\frac32ax^2)$. Since $x^2$ contains $\frac12A^2\cos2\omega t$, the terms at $2\omega$ give $-4B=-B+\frac34aA^2$, or $B=-aA^2/4$. The position itself contains the doubled frequency, and a linear dipole passes it on to the field.

**Q.** How strong is the overtone on this argument?

**A.** Define the dimensionless well size

$$\lambda=\frac{\sqrt{2mD}}{a\hbar}=\frac{2D}{\hbar\omega}.$$

The two forms agree because $\omega=a\sqrt{2D/m}$. It also follows that $\hbar/(m\omega)=1/(\lambda a^2)$. The harmonic elements are

$$x_{01}^2=\frac{\hbar}{2m\omega}=\frac1{2\lambda a^2},\qquad
(x^2)_{02}=\sqrt2\,\frac{\hbar}{2m\omega}=\frac{1}{\sqrt2\,\lambda a^2}.$$

Thus $x_{02}=-1/(2\sqrt2\,\lambda a)$, and

$$R\equiv\frac{|x_{02}|^2}{|x_{01}|^2}\simeq\frac{1/(8\lambda^2)}{1/(2\lambda)}=\frac1{4\lambda}.$$

**Q.** I have seen $1/(4N)$, with $N$ the number of bound levels. Is $\lambda$ the same as $N$?

**A.** Nearly, and the exact solution shows by how much they differ. Substitute $z=2\lambda e^{-ax}$. Then $d/dx=-az\,d/dz$ and $V=D(1-z/2\lambda)^2$. Dividing the Schrödinger equation by $\hbar^2a^2/2m=D/\lambda^2$ gives

$$z^2\psi''+z\psi'+\left(\lambda z-\tfrac14z^2-s^2\right)\psi=0,\qquad s^2=\lambda^2\left(1-\frac ED\right),$$

where primes on $\psi$ now mean $d/dz$. Set $\psi=z^se^{-z/2}P(z)$. The terms in $s^2$ and $z^2/4$ cancel, and division by $z$ leaves

$$zP''+(2s+1-z)P'+(K-s)P=0,\qquad K=\lambda-\tfrac12 .$$

For a series $P=\sum_kc_kz^k$ this requires

$$(k+1)(k+2s+1)\,c_{k+1}=(k-K+s)\,c_k .$$

If the series does not end, $c_{k+1}/c_k\to1/k$ and $P$ grows like $e^z$, up to a power. Then $\psi$ diverges on the compressed side, where $z\to\infty$. The series must therefore stop at some degree $n$, which fixes $s=K-n$ and

$$E_n=D\left[1-\left(\frac{K-n}{\lambda}\right)^2\right].$$

On the stretched side $\psi\propto e^{-a(K-n)x}$, so normalization requires $n<K$. The levels are $n=0,1,\dots$ below $K$, and

$$N=\lceil K\rceil,\qquad K=N-\theta,\quad 0\le\theta<1 .$$

So $\lambda=N-\theta+\frac12$, which lies within one half of $N$.

**Q.** Then please derive the matrix elements without approximation.

**A.** Assume $K>2$, so that level 2 exists, and write $b=2K-2$. The recurrence gives, up to normalization,

$$P_0=1,\quad P_1=b+1-z,\quad P_2=z^2-2bz+b(b-1),$$

with $\psi_n=z^{K-n}e^{-z/2}P_n$. Since $dx$ becomes $dz/(az)$ over $0<z<\infty$, the norms are $I_n/a$, and each $I_n$ follows from $\int_0^\infty z^{q-1}e^{-z}dz=\Gamma(q)$. The first two are

$$I_0=\Gamma(b+2),$$

$$I_1=(b+1)^2\Gamma(b)-2(b+1)\Gamma(b+1)+\Gamma(b+2)$$
$$=(b+1)\Gamma(b)\,[\,b+1-2b+b\,]=(b+1)\Gamma(b).$$

For $I_2$, the weight is $z^{b-3}e^{-z}$ and

$$P_2^2=z^4-4bz^3+(6b^2-2b)z^2-4b^2(b-1)z+b^2(b-1)^2 .$$

Integrating term by term and taking out $b(b-1)\Gamma(b-2)$ leaves the bracket

$$(b-2)\,[(b+1)-4b+(6b-2)-4b]+b(b-1)$$
$$=-(b-2)(b+1)+b(b-1)=2 .$$

Hence $I_2=2b(b-1)\Gamma(b-2)=2b\,\Gamma(b)/(b-2)$.

The position is $x=(\ln2\lambda-\ln z)/a$. Its constant part drops out by orthogonality. For the logarithm, use $\int_0^\infty z^{q-1}e^{-z}\ln z\,dz=\Gamma'(q)$, together with the derivative of $\Gamma(q+1)=q\Gamma(q)$, which is $\Gamma'(q+1)=\Gamma(q)+q\Gamma'(q)$. The two integrals needed are

$$J_1=(b+1)\Gamma'(b+1)-\Gamma'(b+2)=-\Gamma(b+1),$$

$$J_2=\Gamma'(b+2)-2b\,\Gamma'(b+1)+b(b-1)\Gamma'(b).$$

In $J_2$, insert $\Gamma'(b+1)=\Gamma(b)+b\Gamma'(b)$ and $\Gamma'(b+2)=(2b+1)\Gamma(b)+b(b+1)\Gamma'(b)$. The coefficient of $\Gamma'(b)$ is $b^2+b-2b^2+b^2-b=0$, and that of $\Gamma(b)$ is $2b+1-2b=1$. So $J_2=\Gamma(b)$.

The factors $1/a$ from $dx$ cancel between numerator and norms, so $x_{0n}=-J_n/(a\sqrt{I_0I_n})$. Squaring,

$$a^2x_{01}^2=\frac{\Gamma(b+1)^2}{\Gamma(b+2)(b+1)\Gamma(b)}=\frac{b}{(b+1)^2},$$

$$a^2x_{02}^2=\frac{\Gamma(b)^2\,(b-2)}{\Gamma(b+2)\,2b\,\Gamma(b)}=\frac{b-2}{2b^2(b+1)} .$$

Their ratio is

$$R=\frac{(b-2)(b+1)}{2b^3}=\frac{(K-2)(2K-1)}{8(K-1)^3}.$$

**Q.** And the limit of many levels?

**A.** Write the result as

$$R=\frac1{2b}\left(1-\frac1b-\frac2{b^2}\right),\qquad b=2(N-\theta-1).$$

The prefactor is $\frac{1}{4N}[1+(\theta+1)/N+O(N^{-2})]$, and $-1/b=-1/(2N)+O(N^{-2})$. Therefore

$$4NR=1+\frac{\theta+\frac12}{N}+O\!\left(\frac1{N^2}\right),$$

and $R\to1/(4N)$. Diagonalizing the Hamiltonian on a grid, without using these wavefunctions, gives $4NR=1.0402$, $1.0100$ and $1.0025$ for $\lambda=N=25$, 100 and 400. There $\theta=\frac12$, so the predicted excess is $1/N$, as found.

A well with more levels is more nearly harmonic near its bottom, which is why the overtone weakens. The opposite limit behaves differently. As $K\to2$ from above, $R\to\frac38(K-2)$, which vanishes, although $N=3$ would suggest $1/12$. Level 2 is then about to leave the well. Its tail, $e^{-a(K-2)x}$, spreads far outside the region occupied by the ground state, and their overlap with $x$ fades.

**Q.** What are the numbers for Si-H at a silicon/oxide interface?

**A.** Take the rough values $D=3.0$ eV and $\hbar\omega=0.27$ eV. Then

$$\lambda=\frac{2\times3.0}{0.27}=22.22,\qquad K=21.72,\qquad N=22 .$$

The energy formula gives $E_{01}=\hbar\omega(1-1/\lambda)=0.258$ eV and $E_{02}=2\hbar\omega[1-3/(2\lambda)]=0.504$ eV. The overtone lies slightly below twice the fundamental.

With the hydrogen mass, $a=\omega\sqrt{m/2D}=17.12$ nm$^{-1}$. Here $b=41.44$, so

$$|x_{01}|=\frac{\sqrt{41.44}}{42.44\times17.12}\ \text{nm}=0.00886\ \text{nm},$$

while $|x_{02}|=0.00096$ nm. The ratio is

$$R=\frac{39.44\times42.44}{2\times41.44^3}=0.0118 ,$$

and grid diagonalization gives the same value. The estimate $1/(4N)=1/88=0.0114$ is 3.5% lower, relative to the estimate itself. The first correction accounts for this: $\theta=0.278$ gives $0.778/22=3.5\%$.

**Q.** Does that mean the overtone is excited at 1.2% of the rate of the fundamental?

**A.** For this Morse bond with a linear dipole, yes, if the driving field has the same spectral density at both frequencies. Otherwise $R$ must be multiplied by the ratio of the spectral densities. Integrated absorption is another quantity. Each absorbed photon removes an energy $\hbar\omega_{0n}$, where $\omega_{0n}=E_{0n}/\hbar$, so the integrated cross-section scales as $\omega_{0n}|x_{0n}|^2$. The absorption ratio is $0.0118\times0.504/0.258=0.023$.

Nor does reaching $n=2$ break the bond. From the ground state, dissociation in this model costs $D(K/\lambda)^2=2.87$ eV. One overtone event supplies 0.50 eV, and further excitation must compete with relaxation, which is not treated here.

**Q.** Real bonds need not have a linear dipole. How much does that matter?

**A.** It can change the answer at leading order. Let

$$\mu=\mu_0+\mu_1\left(x+\tfrac12\beta ax^2\right),$$

where $\beta$ is a dimensionless dipole curvature. Using $x_{02}=-\frac a2(x^2)_{02}$,

$$\frac{\mu_{02}}{\mu_1}=x_{02}+\tfrac12\beta a(x^2)_{02}=-\tfrac a2(1-\beta)(x^2)_{02}.$$

The correction to $\mu_{01}$ is of relative order $1/\lambda$, because $(x^2)_{01}$ vanishes in harmonic states. The squared ratio becomes

$$\frac{|\mu_{02}|^2}{|\mu_{01}|^2}\simeq\frac{(1-\beta)^2}{4\lambda}.$$

The mechanical and electrical contributions interfere. In the Si-H example, diagonalization gives 0.027 for $\beta=-0.5$ and 0.0033 for $\beta=+0.5$, where the leading-order formula gives 0.025 and 0.0028. At $\beta=1$ the leading terms cancel and $7\times10^{-5}$ remains. The $1/(4N)$ law was derived for a Morse bond with a linear dipole. A small curvature, $|\beta|\ll1$, changes it by a relative amount of about $-2\beta$.

**Q.** And if the bond is not quite a Morse oscillator?

**A.** Repeat the equation-of-motion argument with a general third derivative $V'''$ at the minimum. Then $3m\omega^2x_{02}=\frac12V'''(x^2)_{02}$, and

$$R\simeq\frac{\hbar\,(V''')^2}{36\,m^3\omega^5}.$$

The Morse value $V'''=-3am\omega^2$ returns $1/(4\lambda)$. At fixed mass and frequency, $R$ scales as the square of the cubic force constant. To test this, the odd part of the Morse potential was halved with its even part held fixed. At $\lambda=2000$, $4\lambda R$ came out as 0.249, against the expected 0.25.

At $\lambda=22$ this scaling is only a guide. Multiplying the odd part by 0.8 should reduce $R$ by the factor 0.64, to 0.0075, but diagonalization gives 0.0059. The corrections beyond leading order are small for the Morse shape itself, but not for this altered shape.

**Q.** How does the model compare with the bond in a device, where there are also an oxide field and heat?

**A.** The model's 0.258 eV follows from the chosen $\hbar\omega$, which was set to give a stretch near the roughly 0.26 eV usually quoted for Si-H. That agreement is an input and not a test, and the real value depends on the atoms bonded to the silicon. The depth is less certain. With $\hbar\omega$ held fixed, $D=2.5$ eV gives $R=0.0142$ and $D=4.0$ eV gives 0.0087. This range is not a bound. $R$ depends on the shape of the well near its bottom, at leading order on the cubic force constant, and not directly on the bond energy. The anharmonicity also involves the quartic constant, so it is a guide to $R$ only if the well is close to Morse shape: for the well with its odd part multiplied by 0.8 it implies $\lambda\approx195$ and $R=0.0013$, against the actual 0.0059. For a Morse-like well, $\lambda$ can be fixed from the anharmonicity, $E_{01}-(E_2-E_1)=\hbar\omega/\lambda$ (0.012 eV in the example). The depth so implied need not equal the dissociation energy and may exceed 4 eV. Letting the silicon atom move would change the effective mass and the lengths, but not $R$ at fixed $D$ and $\omega$, since $\lambda=2D/\hbar\omega$. The linear dipole is another uncertain assumption: $\beta=+0.5$ and $-0.5$, chosen for illustration, give 0.28 and 2.3 times the linear-dipole value of $R$. They are not bounds either: raising $\beta$ above 0.5 suppresses the overtone further until it vanishes near $\beta=1.09$, after which it grows again and passes the linear-dipole value between $\beta=2.2$ and 2.5. So 1.2% is a number for the model and not a prediction for the real bond. Coupling to bending modes and to the lattice is absent from the model, and its effect has not been sized. Carriers that drive the bond other than through a linear dipole need a different matrix element.

Within the model, with a fixed effective charge and a linear dipole, a static field matters much less. A field of 10 MV/cm, or 1 V/nm, near the breakdown field of the oxide and taken here as the field at the bond with no local-field correction, acting on a chosen effective charge of $0.2e$ exerts a force of 0.2 eV/nm. It shifts the minimum by

$$x_0\simeq\frac{0.2}{2Da^2}=\frac{0.2}{6.0\times17.12^2}\ \text{nm}=1.1\times10^{-4}\ \text{nm}.$$

For an outward shift, $V''$ changes by the factor $1-3ax_0$ and $V'''$ by $1-\frac73ax_0$. Since $R\propto(V''')^2(V'')^{-5/2}$, its relative change is $(\frac{15}{2}-\frac{14}{3})ax_0\simeq0.55\%$. This is the leading order in $1/\lambda$. Diagonalization at $\lambda=22$ gives $+0.63\%$ for an outward pull and $-0.62\%$ for an inward push. With a curved dipole, and the field acting through that same dipole, the change is about $\pm1.7\%$ for $\beta=+0.5$ and $\pm0.4\%$ for $\beta=-0.5$. A real bond is also polarizable, so the field alters the slope and curvature of the dipole itself. That effect is outside the model and can exceed these figures several times over.

At 400 K the thermal population of level 1 is $5.6\times10^{-4}$ of that of level 0. In equilibrium at that temperature, nearly all bonds therefore start from $n=0$ of the stretch, as the calculation assumes. This says nothing about the bending modes, which the model leaves out.

## Computed values

```
well depth D: 3.00 eV
harmonic quantum: 0.270 eV
hydrogen mass: 1.6735e-27 kg
inverse range a: 17.12 nm^-1
lambda: 22.222 (no unit)
K: 21.722 (no unit)
bound levels N, counted: 22 (no unit)
0-1 energy: 0.2579 eV
0-2 energy: 0.5036 eV
|x_01|: 0.008862 nm
|x_02|: 0.000961 nm
R from diagonalization: 0.011759 (no unit)
R from closed formula: 0.011759 (no unit)
estimate 1/(4N): 0.011364 (no unit)
R above the estimate by: 3.48 %
integrated absorption ratio: 0.02296 (no unit)
4 N R at lambda = N = 25: 1.040232 (no unit)
4 N R at lambda = N = 100: 1.010023 (no unit)
4 N R at lambda = N = 400: 1.002502 (no unit)
harmonic well, |x_02/x_01|: 1.6e-14 (no unit)
even anharmonic well, |x_02/x_01|: 9.1e-14 (no unit)
even well, E_02/E_01: 2.0343 (no unit)
lambda for leading-order tests: 2000 (no unit)
there, a^-1 x_02/(x^2)_02: -0.50044 (no unit)
there, 4 lambda R, half asymmetry: 0.24883 (no unit)
example R, dipole curvature beta=-0.5: 0.026546 (no unit)
example R, dipole curvature beta=+0.5: 0.003251 (no unit)
example R, dipole curvature beta=+1.0: 0.000071 (no unit)
example R, odd part of V times 0.8: 0.005878 (no unit)
R if D = 2.5 eV: 0.014233 (no unit)
R if D = 4.0 eV: 0.008724 (no unit)
oxide field: 10.0 MV/cm
effective charge: 0.20 e
change of R, field pulling H outward: +0.626 %
change of R, field pushing H inward: -0.616 %
temperature: 400 K
thermal population ratio, level 1 to 0: 5.64e-04 (no unit)
```
